# Why Blocking Transitions by Doping Can Strengthen the Graphene G Peak

**Q:** I am planning a Raman measurement on graphene with a fixed laser. Doping fills the upper band up to $E_F$, so Pauli blocking removes every vertical transition of energy $E<2E_F$. Fewer transitions should scatter less light, so I expect the G peak to weaken steadily as I dope.

**A:** Your conclusion would follow if each transition contributed its own intensity. But all of them start from the same electronic state and end in it, with one phonon added. Nothing records which transition served, so amplitudes are added first and squared afterwards.

Let the laser energy be $E_L$ and the phonon energy $\Omega$. After absorption the energy mismatch is $E_L-E$; after phonon emission it is $E_L-\Omega-E$. With an amplitude half-width $\gamma$ and, for now, a constant weight $W$, zero temperature gives

$$A=W\int_{2E_F}^{\infty}\frac{dE}{(a-E)(b-E)},\qquad a=E_L+i\gamma,\quad b=a-\Omega .$$

The intensity is $|A|^2$. I mean the area of the line, not its height: once $2E_F>\Omega$ the phonon can no longer decay into an electron–hole pair, which changes the linewidth as well.

**Q:** Removing part of an integral can still make it smaller. What do the phases do?

**A:** As $E$ rises through the resonances, the phase of each factor $1/(a-E)$ and $1/(b-E)$ runs from $0$ to $-\pi$, so that of the product runs from $0$ to $-2\pi$. Contributions far below and far above are therefore in phase with each other. Halfway between the resonances the denominator is $(\Omega/2+i\gamma)(-\Omega/2+i\gamma)=-(\Omega^2/4+\gamma^2)$, and the contribution has the opposite sign.

To integrate, use $a-b=\Omega$:

$$\frac1{(a-E)(b-E)}=\frac1\Omega\left[\frac1{b-E}-\frac1{a-E}\right].$$

An antiderivative is $[\ln(a-E)-\ln(b-E)]/\Omega$. Both arguments stay in the upper half plane, so no branch cut is crossed, and the difference vanishes as $E\to\infty$. With $h=\Omega/2$ and $x=E_L-h-2E_F$, the lower limit gives

$$A=\frac W\Omega L,\qquad L=\ln(x-h+i\gamma)-\ln(x+h+i\gamma).$$

Write $L=r+i\theta$, with

$$r=\frac12\ln\frac{(x-h)^2+\gamma^2}{(x+h)^2+\gamma^2},\qquad
\theta=\arctan\frac{h-x}\gamma+\arctan\frac{h+x}\gamma .$$

At $x=0$, $r=0$ and $\theta=\theta_0=2\arctan(h/\gamma)$, so the transitions above the midpoint $E_L-\Omega/2$ sum to $+i\theta_0W/\Omega$. If the lower limit is moved to $-\infty$, then $L\to0$, so those below the midpoint sum to $-i\theta_0W/\Omega$. These are the two groups that cancel.

For a 785 nm laser, $E_L=1.579$ eV. A phonon of 1585 cm$^{-1}$ has $\Omega=0.1965$ eV, and I choose $\gamma=50$ meV. Then $\theta_0=2\arctan(0.09825/0.050)=2.20$, and the halves are $\pm i\,2.20/0.1965=\pm11.2i$ eV$^{-1}$ for $W=1$. Adding squared moduli instead would leave half the signal at the midpoint, which is the weakening you expected.

**Q:** So the intensity has its maximum at $2E_F=E_L-\Omega/2$?

**A:** In this model the curve is symmetric about that point, but symmetry also allows a minimum there. At $x=0$ the derivatives are

$$r'=-\frac{2h}{h^2+\gamma^2},\qquad \theta'=0,\qquad
\theta''=-\frac{4\gamma h}{(h^2+\gamma^2)^2}.$$

Since $r=0$ there,

$$\frac{d^2|L|^2}{dx^2}=2r'^2+2\theta_0\theta''
=\frac{8h\,(h-\gamma\theta_0)}{(h^2+\gamma^2)^2}.$$

A maximum requires $h<\gamma\theta_0$. With $y=h/\gamma$, the boundary is $y=2\arctan y$, or $y=2.331$. Hence $\gamma$ must exceed $0.2145\,\Omega$, here 42 meV. At $\gamma=10$ meV and zero temperature there are two maxima, 91 meV either side of the midpoint and 1.40 times as high as it. They lie close to $2E_F=E_L$ and $2E_F=E_L-\Omega$, where the edge crosses one resonance.

**Q:** My sample is at room temperature. Does the soft Fermi edge matter?

**A:** Yes, and it must be averaged in the amplitude, because the occupation weights each term of the coherent sum. An upper state at $E/2$ is empty with probability $1/(1+e^{-(E-2\mu)/\tau})$, where $\tau=2k_BT$ and $\mu$ is the chemical potential. At this doping the lower band is practically full. The soft edge is an average of sharp edges at $2\mu+y$ with density

$$p(y)=-\frac{d}{dy}\frac1{e^{y/\tau}+1}.$$

We therefore need $F(z)=\int p(y)\ln(z-y)\,dy$ for $\operatorname{Im}z>0$. Its derivative is $\int p(y)/(z-y)\,dy$, which I close in the lower half plane. At $y_n=-i\pi\tau(2n+1)$, $n\ge0$, the Fermi function behaves as $-\tau/(y-y_n)$, so $p$ behaves as $-\tau/(y-y_n)^2$, and the residue of the integrand is $-\tau/(z-y_n)^2$. Arcs passing between the poles contribute nothing in the limit, since $p$ decays away from the imaginary axis and $1/(z-y)$ falls with the radius. The clockwise contour gives

$$F'(z)=2\pi i\tau\sum_{n\ge0}\frac1{[z+i\pi\tau(2n+1)]^2}
=\frac1{2\pi i\tau}\,\psi'\!\left(\frac12-\frac{iz}{2\pi\tau}\right),$$

where $\psi$ is the digamma function and $\psi'(w)=\sum_n(n+w)^{-2}$. Thus $F=\psi(\tfrac12-iz/2\pi\tau)$ plus a constant that cancels between the two logarithms. With $s=2\pi\tau=4\pi k_BT$,

$$L_T=\psi\!\left(\frac12+\frac{\gamma-i(x-h)}s\right)-\psi\!\left(\frac12+\frac{\gamma-i(x+h)}s\right),$$

where $x$ now contains $2\mu$. At 300 K the midpoint value of $|L|^2$ falls from 4.84 to 2.74. It remains the maximum, and the full width at half maximum is 0.35 eV in $2E_F$. The thermal difference between $\mu$ and $E_F$, about 1.4 meV for a linear band at the doping of interest, is neglected.

**Q:** How much stronger is that than undoped graphene?

**A:** Setting $E_F=0$ in the sharp-edge formula and dropping $\gamma$ beside $E_L$ gives $L\simeq\ln[(E_L-\Omega)/E_L]=-0.133$, so $|L|^2=0.0176$. The ratio is $2.735/0.01763=155$. I would not believe it: the undoped signal is what survives a near-complete cancellation, so the terms omitted here can dominate it.

**Q:** Then is the constant weight itself defensible?

**A:** At low energy, yes, for the doubly resonant term. A phonon acting on an existing pair shifts its energy, so with velocity vertices the weight per valley is

$$W_v(E)=\int d^2q\,|v_{cv}|^2\,\partial_uE_q\,\delta(E-E_q).$$

Take nearest-neighbour hopping $t$, unit bond length, light polarised along $x$, and a relative sublattice displacement $u$ along $y$, parallel to a bond. Let the hopping fall with bond length at unit logarithmic rate, so that to first order $u$ multiplies the term of bond $j$ by $1-u\operatorname{Im}d_j$, with $d_j$ the bond written as a complex number. Put $z=q_x+iq_y=qe^{i\alpha}$. The bonds are the complex numbers $d_j=i\omega^j$, $\omega=e^{2\pi i/3}$, and at one valley the Bloch phases are $\omega^j$. Expand $\sum_j\omega^je^{iq\cdot\delta_j}$ with $q\cdot\delta_j=(d_j^*z+d_jz^*)/2$. The sums that survive are $\sum_j\omega^jd_j^*=-3i$ and $\sum_j\omega^jd_j^2=-3$. In units of $3t/2$, the off-diagonal element and its displacement derivative are

$$H_{AB}=z+\tfrac14z^{*2},\qquad \partial_uH_{AB}=-(1-\tfrac12z^*).$$

Let $\varphi=H_{AB}/|H_{AB}|$. A perturbation with off-diagonal element $m$ shifts the bands by $\pm\operatorname{Re}(\varphi^*m)$ and couples them with strength $|\operatorname{Im}(\varphi^*m)|$. Using $\varphi^*=e^{-i\alpha}(1+\tfrac i4q\sin3\alpha)$ and $\partial_xH_{AB}=1+\tfrac12z^*$, first order in $q$ gives

$$-\tfrac12\partial_uE=\cos\alpha+q\left(\tfrac14\sin3\alpha\sin\alpha-\tfrac12\cos2\alpha\right),$$
$$|v_{cv}|^2=\sin^2\alpha+q\left(\sin\alpha\sin2\alpha-\tfrac12\sin\alpha\cos\alpha\sin3\alpha\right).$$

On the contour $|H_{AB}|=\varepsilon=E/2$, inverting $\varepsilon=q(1+\tfrac14q\cos3\alpha)$ gives $q\,dq=\varepsilon\,d\varepsilon(1-\tfrac34\varepsilon\cos3\alpha)$.

The isotropic product $\cos\alpha\sin^2\alpha=(\cos\alpha-\cos3\alpha)/4$ averages to zero. With $\sin\alpha\sin3\alpha=(\cos2\alpha-\cos4\alpha)/2$, the corrections from the measure, the energy shift and the velocity average to $3\varepsilon/32$, $3\varepsilon/32$ and $3\varepsilon/16$, in all $3\varepsilon/8$. Since $d\varepsilon=dE/2$,

$$|W_v|=2\pi\cdot\frac\varepsilon2\cdot2\cdot\frac{3\varepsilon}8=\frac{3\pi}{16}E^2 .$$

Restoring $3t/2$ changes nothing: the vertices supply its third power, the delta function and $E^2$ remove it. Dipole elements obey $|r_{cv}|=|v_{cv}|/E$, so with dipole vertices the weight is constant. Integration on tight-binding contours with $t=2.7$ eV gives 1.001 times this law at 0.3 eV and 1.035 times at the midpoint.

**Q:** That supports one term. What about the ones you omitted?

**A:** For those I expand the same Hamiltonian in the light field $\mathcal A$ and the displacement $u$. Subscripts $i$ and $u$ denote derivatives with respect to $\mathcal A$ and $u$. The density matrix obeys $z\rho=[H,\rho]$ at complex frequency $z$, so in the band basis

$$(\rho_i)_{mn}=\frac{[V_i,\rho_0]_{mn}}{z_i-\varepsilon_m+\varepsilon_n},$$
$$(\rho_{iu})_{mn}=\frac{([V_u,\rho_i]+[V_i,\rho_u]+[V_{iu},\rho_0])_{mn}}{z_i+z_u-\varepsilon_m+\varepsilon_n},$$

and $\rho_u$ follows from $\rho_i$ by exchanging $i$ and $u$. Collecting the part of $\langle\partial H/\partial\mathcal A\rangle$ proportional to $\mathcal Au$ gives, for each $k$,

$$R=\operatorname{Tr}[V_i\rho_{iu}]+\operatorname{Tr}[V_{ii}\rho_u]+\operatorname{Tr}[V_{iu}\rho_i]+\operatorname{Tr}[V_{iiu}\rho_0].$$

This contains the singly resonant, antiresonant and contact terms. With occupations $f_v,f_c$ and lower-band projector $P_v$, $\rho_0=f_c\mathbb 1+(f_v-f_c)P_v$. The unit matrix commutes with everything and $V_{iiu}$ is traceless, so doping enters as a factor $f_v-f_c$. I take $z_i=E_L+i\,40$ meV and $z_u=-\Omega+i\,20$ meV, which puts 40 and 60 meV in the two resonant denominators.

As a test, at 60 random $k$ points and nearly zero phonon frequency, $R$ matched the finite-difference derivative of the linear response of a distorted lattice. The largest error was $1.1\times10^{-9}$ of the largest $|R|$.

**Q:** Does the peak survive?

**A:** It does, with a much smaller contrast. At 300 K the maximum is at $2E_F=1.52$ eV, 42 meV above the midpoint of 1.48 eV, and the intensity there is 4.45 times the undoped value. At the midpoint itself the factor is 4.27. The constant-weight model is symmetric, so the shift comes from what it lacks: the varying weight, the other terms, or the unequal dampings. The dampings are the smaller part: 40 and 60 meV in the constant-weight model shift the maximum by only about 10 meV. The shift does depend on the round 20 meV in $z_u$: with 2 or 40 meV at the same mean damping it is 35 or 48 meV, and the factor is 4.4 or 4.55. The weight and the other terms I have not separated.

The interference can be read off directly. In units of the undoped amplitude, the part blocked at the peak has modulus 1.35 and the surviving part 2.11, and the cosine of the angle between them is $-0.925$. Their sum has squared modulus $1.35^2+2.11^2-2(0.925)(1.35)(2.11)\simeq1$, as it must. Blocking removes a part that was cancelling about half of the remaining amplitude.

With a 633 nm laser and all other parameters unchanged, the maximum moves to 1.90 eV, against a midpoint of 1.86 eV, and the factor is 6.1. The peak follows the laser.

**Q:** Can I reach it with an oxide gate?

**A:** Not with a single silica-like gate. The peak needs $E_F\simeq0.76$ eV. With $\hbar v=\tfrac32(2.7)(0.142)=0.575$ eV nm, the linear band gives

$$n=\frac1\pi\left(\frac{0.76}{0.575}\right)^2\text{nm}^{-2}=5.6\times10^{13}\ \text{cm}^{-2},$$

or 8.9 µC/cm². At relative permittivity 3.9 the oxide field would be 26 MV/cm, against a rough breakdown field of 10 MV/cm. An electrolyte gate or chemical doping is the more plausible route.

The hopping, bond length and phonon energy are rough typical values for graphene; $\gamma$ is a round choice, and the enhancement depends on it: in the full response, with everything else fixed, the factor of 4.45 becomes about 5.4 for $\gamma=30$ meV and 3.0 for 100 meV, while the peak moves by less than 10 meV. The velocity here is on the low side: a rough $\hbar v$ of 0.66 eV nm would lower the field to about 20 MV/cm at the same $E_F$, still too high. Real samples also break the assumption of uniform doping. Regions larger than the coherence length of the phonon add intensities, and a Gaussian spread of 50 meV in $E_F$ then lowers the factor from 4.45 to 3.7; if finer puddles add amplitudes instead, the same spread gives 3.2. The bands here are electron–hole symmetric. A second-neighbour hopping of rough size 0.3 eV leaves the transition energies alone but moves the peak in $2E_F$, counted from the Dirac point, by about 50 meV, up or down with the sign of the doping. Excitonic effects, and band shifts or extra damping caused by the added carriers, are not included either, so I would scan $2E_F$ across a few tenths of an eV around $E_L-\Omega/2$ rather than trust the last 40 meV. The numerical output below lists the values used in the main calculation.

## Computed results

```
INPUTS
hopping 2.70 eV, bond 0.142 nm
laser 785 nm: E_L = 1.5794 eV
phonon 1585 cm^-1: Omega = 0.1965 eV
amplitude half-width gamma = 50 meV
phonon damping in full response = 20 meV
temperature 300 K, kT = 25.85 meV
CONSTANT-WEIGHT MODEL
midpoint E_L - Omega/2 = 1.4812 eV
upper half of amplitude = -0.000+11.196j 1/eV
lower half of amplitude = -0.000-11.196j 1/eV
incoherent sum left at midpoint = 0.500
threshold Omega/(2 gamma) = 2.3311
threshold gamma/Omega = 0.2145
threshold gamma = 42.2 meV
gamma 10 meV, T=0: maxima at midpoint +- 91.3 meV
  their height over midpoint = 1.397
|L|^2 at midpoint, T=0: 4.841
|L|^2 at midpoint, 300 K: 2.735
width (FWHM in 2E_F), 300 K = 0.348 eV
|L|^2 undoped, T=0: 0.01763
model gain over undoped = 155
TIGHT-BINDING WEIGHT / WARPING LAW
at 0.3 eV: 1.0014
at midpoint: 1.0352
FULL RESPONSE, 300 K
peak at 2E_F = 1.523 eV
shift from midpoint = 42 meV
gain at peak over undoped = 4.45
gain at midpoint over undoped = 4.27
|blocked part|/|undoped sum| = 1.35
|surviving part|/|undoped sum| = 2.11
cosine between the two parts = -0.925
slow-phonon check, relative error = 1.1e-09
mesh change of intensity = 1.8e-04
laser 633 nm: E_L = 1.9587 eV
  midpoint = 1.8604 eV, peak = 1.904 eV
  gain over undoped = 6.08
NEGLECTED EFFECTS AND GATE
gain with E_F spread 50 meV = 3.69
thermal shift of chemical potential = 1.44 meV
E_F at peak = 0.761 eV
hbar v = 0.575 eV nm
carrier density = 5.58e+13 cm^-2
sheet charge = 8.94 uC/cm2
field in oxide (permittivity 3.9) = 25.9 MV/cm
```
